# Nernst Coefficient of a Degenerate Monolayer from Its Hall Angle

## What symmetry and dimensions allow

A monolayer lies in the \(xy\) plane with a magnetic field \(B\) along \(z\). A temperature gradient is imposed along \(x\), there is none along \(y\), and no electric current flows. The transverse response is

\[
N=\frac{E_y}{-\partial_xT},\qquad \nu=\frac{N}{B}\quad (B\to0).
\]

This fixes the sign convention. The band and the scattering are taken as isotropic.

Reflect the system through the \(xz\) plane. The reflection reverses \(E_y\). It also reverses \(B_z\), because a magnetic field is an axial vector, and it leaves \(\partial_xT\) alone. Hence \(N(-B)=-N(B)\), and the response starts linearly in \(B\).

Next reverse the carrier charge \(q\) and the field together. The magnetic force is unchanged, so the orbits are the same. The electric force \(qE\) that stops the current must also be the same, so \(E\) changes sign: \(N(-q,-B)=-N(q,B)\). With the oddness in \(B\) this gives \(N(-q,B)=N(q,B)\). The Nernst coefficient does not reveal the sign of the carriers, provided that energy is measured into the band in both cases.

For the magnitude, the field enters through the dimensionless product \(\mu_HB\), where \(\mu_H\) is the mobility, and a thermoelectric field per unit temperature gradient has the unit of \(k_B/e\). A gradient drives electrons above and below the chemical potential in opposite directions. In a degenerate system their effects cancel except for what changes across the thermal window, which supplies a factor \(k_BT/\varepsilon_F\). Therefore

\[
\nu=C\,\frac{k_B}{e}\,\frac{k_BT}{\varepsilon_F}\,\mu_H .
\]

The number \(C\) can depend on how band and scattering vary with energy. It can be zero.

## One energy shell

Let electrons of charge \(-e\) have energy \(\varepsilon(k)\) above the band edge, velocity \(v=\hbar^{-1}d\varepsilon/dk\), and elastic relaxation time \(\tau(\varepsilon)\). Landau quantization, Berry curvature, phonon drag and electron–electron collisions are left out. Write \(\zeta\) for the chemical potential and

\[
f=f_0+(-f_0')\,\chi,\qquad f_0'=\partial f_0/\partial\varepsilon .
\]

The steady Boltzmann equation has three driving terms. The spatial gradient of \(f_0\) gives

\[
\mathbf v\cdot\nabla f_0=(-f_0')\,\mathbf v\cdot\left[\nabla\zeta+\frac{\varepsilon-\zeta}{T}\nabla T\right],
\]

and the electrostatic force gives \((-f_0')\,e\mathbf E_{es}\cdot\mathbf v\). A voltmeter reads the combination \(\mathbf E=\mathbf E_{es}+\nabla\zeta/e\), which is the field meant from here on.

The magnetic force does not act on \(f_0\), since it is perpendicular to \(\mathbf v\). It turns the deviation \(\chi\). From \(\hbar\dot{\mathbf k}=-e\,\mathbf v\times\mathbf B\), the direction angle \(\phi\) of \(\mathbf k\) advances at the rate

\[
\dot\phi=\frac{eBv}{\hbar k}=\frac{eB}{m_c}\equiv\omega_c,\qquad m_c=\frac{\hbar k}{v}.
\]

Collecting terms to first order in the drives,

\[
\frac{\chi}{\tau}+\omega_c\frac{\partial\chi}{\partial\phi}=-\mathbf v\cdot\mathbf F,\qquad
\mathbf F=e\mathbf E+\frac{\varepsilon-\zeta}{T}\nabla T .
\]

Set \(\chi=a\cos\phi+b\sin\phi\) and \(w=\omega_c\tau\). Matching cosine and sine terms gives

\[
a+wb=-v\tau F_x,\qquad b-wa=-v\tau F_y .
\]

Substituting \(b=wa-v\tau F_y\) in the first equation, and then \(a\) in the second,

\[
a=-v\tau\frac{F_x-wF_y}{1+w^2},\qquad b=-v\tau\frac{F_y+wF_x}{1+w^2}.
\]

The current is \(-e\) times the sum of \(\mathbf v\chi(-f_0')\) over states. The angular average of \(v\cos\phi\,\chi\) is \(va/2\), and the density of states is \(D=gk/(2\pi\hbar v)\), with \(g\) the spin and valley degeneracy. Since \(Dv^2/2=gkv/(4\pi\hbar)=n(\varepsilon)/m_c\), with \(n(\varepsilon)=gk^2/4\pi\),

\[
\mathbf J=\int d\varepsilon\,(-f_0')\,\sigma(\varepsilon)\left[\mathbf E+\frac{\varepsilon-\zeta}{eT}\nabla T\right],
\]

\[
\sigma(\varepsilon)=\frac{n(\varepsilon)e^2\tau}{m_c}\,M,\qquad
M=\frac{1}{1+w^2}\begin{pmatrix}1&-w\\ w&1\end{pmatrix}.
\]

Thus \(\sigma_{xy}=-w\sigma_{xx}\). With \(\tan\theta_H=\sigma_{xy}/\sigma_{xx}\) and \(\mu_H=e\tau/m_c\), electrons have \(\tan\theta_H=-\mu_HB\).

In the form \(\mathbf J=\bar\sigma\mathbf E-\alpha\nabla T\), the thermally averaged tensors are

\[
\bar\sigma=\int d\varepsilon\,(-f_0')\,\sigma(\varepsilon),\qquad
\alpha=-\frac{1}{eT}\int d\varepsilon\,(-f_0')(\varepsilon-\zeta)\,\sigma(\varepsilon).
\]

## The simple case: parabolic band, constant time

Here \(m_c\) and \(\tau\) do not depend on energy, so neither do \(w\) and \(M\). The matrix comes out of both integrals:

\[
\bar\sigma=sM,\qquad \alpha=a_0M,
\]

with scalars \(s\) and \(a_0\). Zero current requires

\[
\mathbf E=\bar\sigma^{-1}\alpha\nabla T=\frac{a_0}{s}\,M^{-1}M\,\nabla T=\frac{a_0}{s}\nabla T .
\]

The field is parallel to the gradient, and \(\nu=0\). The field turns the currents of electrons of all energies through the same angle. The longitudinal electric field that stops the net current along \(x\) then stops the transverse current as well.

No expansion in temperature or field was made, so the zero holds at any temperature and any field within this Boltzmann model. This was tested by solving the shell equation on a grid of angles with velocities from finite differences of the dispersion. The chemical potential was 23.6 meV, the temperature 20 K and 300 K, and the field 1 T and 20 T, with quantization ignored. In units of \(k_B/e\) times 0.1 m\(^2\)/Vs, a mobility close to that of the tested band, the largest \(|\nu|\) was about \(10^{-13}\), which is rounding error. With \(\tau\propto\varepsilon^{1/2}\) instead, at 20 K and 1 T, the same calculation gave 0.119.

## General energy dependence

Let \(\tau\) and \(m_c\) vary, but smoothly on the scale \(k_BT\ll\varepsilon_F\). For a smooth function \(H\), a Taylor expansion about \(\zeta\) gives

\[
\int d\varepsilon\,(-f_0')H=H(\zeta)+\frac{\pi^2}{6}(k_BT)^2H''(\zeta)+\dots
\]

Odd terms vanish because \(-f_0'\) is even about \(\zeta\). The coefficient is half the second moment which, with \(x=(\varepsilon-\zeta)/k_BT\) and one integration by parts, is

\[
4\int_0^\infty\frac{x\,dx}{e^x+1}=4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\]

For \(\alpha\) take \(H=(\varepsilon-\zeta)\sigma\). Then \(H(\zeta)=0\) and \(H''(\zeta)=2\sigma'(\zeta)\), so to leading order

\[
\alpha=-A\,\sigma'(\varepsilon_F),\qquad A=\frac{\pi^2k_B^2T}{3e},\qquad \bar\sigma=\sigma(\varepsilon_F).
\]

To this order \(\zeta\) may be replaced by \(\varepsilon_F\). Isotropy gives \(\sigma_{yx}=-\sigma_{xy}\), hence

\[
\sigma^{-1}=\frac{1}{\sigma_{xx}^2+\sigma_{xy}^2}\begin{pmatrix}\sigma_{xx}&-\sigma_{xy}\\ \sigma_{xy}&\sigma_{xx}\end{pmatrix}.
\]

The \(yx\) element of \(\sigma^{-1}\alpha\) is the second row times the column \((\alpha_{xx},-\alpha_{xy})\). Since \(N=-(\sigma^{-1}\alpha)_{yx}\),

\[
N=\frac{\sigma_{xx}\alpha_{xy}-\sigma_{xy}\alpha_{xx}}{\sigma_{xx}^2+\sigma_{xy}^2}
=-A\,\frac{\sigma_{xx}\sigma_{xy}'-\sigma_{xy}\sigma_{xx}'}{\sigma_{xx}^2+\sigma_{xy}^2}.
\]

Dividing numerator and denominator by \(\sigma_{xx}^2\) shows the derivative of an arctangent:

\[
N=-A\,\frac{(\sigma_{xy}/\sigma_{xx})'}{1+(\sigma_{xy}/\sigma_{xx})^2}=-A\,\frac{d\theta_H}{d\varepsilon}.
\]

At low field \(\theta_H=-\mu_HB\), and

\[
\boxed{\;\nu=-\frac{\pi^2k_B^2T}{3e}\,\frac{d(\theta_H/B)}{d\varepsilon}\bigg|_{\varepsilon_F}
=\frac{\pi^2k_B^2T}{3e}\,\frac{d\mu_H}{d\varepsilon}\bigg|_{\varepsilon_F}\;}
\]

To the same leading order in temperature, at finite non-quantizing field, \(N/B\) is this value divided by \(1+\mu_H^2B^2\).

The derivative compares electrons of different energy at one fixed density. A gate sweep measures something else. If the mobility at the Fermi energy also depends on density \(n\) through screening,

\[
\frac{d\mu_H}{dn}=\frac{\partial\mu_H}{\partial\varepsilon}\frac{d\varepsilon_F}{dn}+\frac{\partial\mu_H}{\partial n}\bigg|_{\varepsilon},
\]

and the first term alone enters \(\nu\).

### Two opposing parts

At low field the Seebeck coefficient is \(S=\alpha_{xx}/\sigma_{xx}=-A\sigma_{xx}'/\sigma_{xx}\). With \(\sigma_{xy}=-\mu_HB\sigma_{xx}\), the first form of \(N\) becomes

\[
\nu=\mu_HS+\frac{\alpha_{xy}}{\sigma_{xx}B},\qquad
\frac{\alpha_{xy}}{\sigma_{xx}B}=A\frac{(\mu_H\sigma_{xx})'}{\sigma_{xx}}=A\mu_H'-\mu_HS .
\]

The large term \(\mu_HS\) cancels, leaving \(A\mu_H'\). A Nernst coefficient can therefore be small while the Seebeck coefficient is not.

### A second limit: the massless band

For \(\varepsilon=\hbar v_0k\) the speed is constant and \(m_c=\hbar k/v_0=\varepsilon/v_0^2\). Constant \(\tau\) now gives \(\mu_H\propto1/\varepsilon\) and \(\nu=-A\mu_H/\varepsilon_F\), which is not zero. Conversely, \(\tau\propto\varepsilon\) makes the mobility constant and \(\nu\) zero, although the band is not parabolic. What matters is the ratio \(\tau/m_c\).

The nonzero case was tested at \(\varepsilon_F=0.1\) eV, \(k_BT=0.01\,\varepsilon_F\) and 0.01 T. The solved coefficient was 0.9999 times the formula.

## A gapped monolayer

A two-band model with half gap \(\Delta\) joins the two limits:

\[
\varepsilon=\sqrt{\Delta^2+(\hbar v_0k)^2}-\Delta .
\]

Differentiation gives \(v=\hbar v_0^2k/(\Delta+\varepsilon)\). Hence \(m_c=(\Delta+\varepsilon)/v_0^2=m_0(1+\varepsilon/\Delta)\), with \(m_0=\Delta/v_0^2\). For \(\tau\propto\varepsilon^r\), the logarithmic derivative of \(\tau/m_c\) yields

\[
\nu=\frac{\pi^2k_B^2T}{3e}\,\mu_H\left[\frac{r}{\varepsilon_F}-\frac{1}{\Delta+\varepsilon_F}\right].
\]

For \(\Delta\to\infty\) and \(r=0\) this returns the parabolic zero; for \(\Delta\to0\) and \(r=1\) it returns the massless one.

Take \(m_0=0.5\) electron masses, \(\Delta=0.8\) eV, \(g=4\), density \(10^{13}\) cm\(^{-2}\), mobility 1000 cm\(^2\)/Vs, \(T=20\) K, \(B=1\) T and \(r=0.5\). Then \(k_F=\sqrt{4\pi n/g}=0.5605\) nm\(^{-1}\), \(\varepsilon_F=23.59\) meV and \(k_BT/\varepsilon_F=0.073\). With energies in eV, \(A=4.886\times10^{-7}\) eV V/K. (The words "per volt" after this unit in the numerical output are superfluous.) The bracket is

\[
\frac{0.5}{0.02359}-\frac{1}{0.82359}=21.195-1.214=19.98\ \mathrm{eV^{-1}},
\]

and, with \(\mu_H=0.1\) m\(^2\)/Vs,

\[
\nu=4.886\times10^{-7}\times0.1\times19.98\ \mathrm{V/(K\,T)}=0.98\ \mathrm{\mu V/(K\,T)}.
\]

The two parts are \(\mu_HS=-3.08\) and \(\alpha_{xy}/(\sigma_{xx}B)=+4.05\) µV/(K T), so three quarters of the larger one is cancelled. A gradient of 0.1 K/µm along a channel 10 µm wide gives a transverse voltage of about 1 µV at 1 T.

With all else fixed, \(r=0\) gives \(-0.06\) and \(r=1\) gives 2.01 µV/(K T). The small negative value is the effect of the growing mass alone.

For this band at \(k_BT=0.01\,\varepsilon_F\) and 1 T, the formula with its finite-field factor was tested for all three exponents; the largest relative deviation of the Boltzmann solution was \(6\times10^{-4}\). For \(r=0.5\), doubling the temperature multiplied the deviation by 3.99, as a correction of order \((k_BT/\varepsilon_F)^2\) requires. Reversing the carrier charge at 20 K and 1 T left the solved value at 0.935 µV/(K T).

## How far the number can be trusted

**Temperature.** The next Sommerfeld terms can be found in the parabolic limit with \(r=1/2\). Put \(x=\varepsilon/\varepsilon_F\) and \(t=k_BT/\varepsilon_F\). At low field \(\sigma_{xx}\propto x^{3/2}\) and \(|\sigma_{xy}|\propto x^2\). The averages become \(\sigma+\tfrac{\pi^2}{6}t^2\sigma''\), and \(\sigma'\) in \(\alpha\) becomes \(\sigma'+\tfrac{7\pi^2}{30}t^2\sigma'''\), from the fourth moment \(7\pi^4/15\). At \(x=1\),

\[
\frac{\delta\nu}{\nu}=-2t^2\left(\frac{3}{2}\frac{\pi^2}{6}-\frac{3}{8}\frac{7\pi^2}{30}\right)-\frac{3}{2}\frac{\pi^2}{6}t^2\approx-5.7\,t^2 .
\]

The first term comes from the numerator of \(N\), the second from \(\sigma_{xx}^2\) below it. For \(t=0.073\) this is \(-3\%\). The full integral at fixed density gives 0.945 µV/(K T), also 3% below the formula. At 300 K the gas is no longer degenerate: with the same \(\tau(\varepsilon)\), the integral gives 4.9 µV/(K T) where the formula would give 14.6. Added phonon scattering and electron–electron scattering are not included in either.

**Electron–electron collisions.** These conserve momentum but relax the counterflow of hot and cold electrons. In a parabolic band zero current means zero total momentum, so a constant collision rate \(1/\tau_{ee}\) simply adds to \(1/\tau\), and at leading order \(\nu\) is multiplied by \((1+\tau/\tau_{ee})^{-2}\). Rough Fermi-liquid estimates at 20 K give \(\tau_{ee}\) between about 2.5 and 10 ps, against \(\tau=0.29\) ps. In a relaxation-time model this lowers \(\nu\) by roughly 5 to 35%, more than the temperature correction above.

**Field and disorder.** At 1 T the finite-field factor is 0.990. The Landau spacing is 0.22 meV, far below \(k_BT=1.72\) meV, so quantum oscillations are negligible. The product of \(k_F\) and the mean free path is 21, which supports a semiclassical description.

**Phonon drag.** Model drag as a force that gives each energy shell its own thermopower \(S_d(\varepsilon)\propto\varepsilon\). A thermopower common to all shells gives no transverse field, for the same reason as in the simple case. The leading remainder comes from the cross term \(2S_d'\sigma'\) in \((S_d\sigma)''\). It is \(\tfrac{\pi^2}{3}(k_BT)^2S_d'\theta_H'\), or \(-eS_dT/\varepsilon_F\) relative to \(N\). If \(S_d\) equals the diffusive \(S=-30.8\) µV/K, this is 2.6%; the full integral gives 0.025 µV/(K T). This part scales with \(S_d\), but its sign depends on how \(S_d\) varies with energy: it reverses if the magnitude of \(S_d\) falls as \(\varepsilon\) rises. The estimate is therefore an illustration, not a bound on drag in a real monolayer.

**Screening.** This is the largest uncertainty found here. Replace the power law by charged impurities in the plane, in the Born approximation, with the same \(\tau\) at \(\varepsilon_F\):

\[
\frac1\tau\propto m_c\int_0^\pi d\phi\,\frac{1-\cos\phi}{[q+q_sP(q)]^2},\qquad q=2k\sin\frac{\phi}{2}.
\]

Here \(\phi\) is the scattering angle, and \(P\) is the static polarizability divided by the density of states, for which the parabolic-band expression is used as an approximation. The spinor overlap of the band is omitted. A relative permittivity of 5 gives \(q_s=7.8\) nm\(^{-1}\), well above \(2k_F=1.1\) nm\(^{-1}\). With constant screening, \(P=1\), the denominator changes by only about 30% between forward scattering and backscattering, the time is nearly constant across the thermal window, and \(\nu\) is only 0.10 µV/(K T). The omitted spinor overlap would add a comparable amount.

With the thermal polarizability at 20 K, and nothing else changed, \(\nu\) becomes about \(-1.5\) µV/(K T). In this approximation, at zero temperature, \(P=1\) up to \(q=2k_F\) and \(P=1-\sqrt{1-(2k_F/q)^2}\) beyond. Electrons above the Fermi energy can be backscattered with \(q>2k_F\), where screening is weaker. They scatter more, so \(\tau\) falls with energy, and the sign of \(\nu\) follows. At 20 K this kink in \(P\) is smeared over \(k_BT\), so \(\tau\) is not smooth on that scale. The values for screened impurities therefore come from the full integrals, not from the boxed formula. These values also assume a bare potential \(\propto1/q\) with a uniform permittivity \(\kappa=5\). A real monolayer screens through its own in-plane polarizability, which replaces \(\kappa\) by \(\kappa+r_0q\); with \(r_0\approx4\) nm the two values move to about 0.4 and \(-1.0\) µV/(K T). The negative sign applies to impurities in or very near the plane. Impurities farther away, for example in a substrate, scatter less at large \(q\), which weakens the effect and makes \(\nu\) positive again in this model once the distance reaches about 0.5 to 1 nm.

**Real monolayers.** The parameters are rough values for gated semiconducting transition-metal dichalcogenide monolayers at low temperature. The mobility belongs to a good device; at room temperature it is typically much lower. The exponent 0.5 is a free choice, and the screening estimate shows that even the sign of \(\nu\) depends on how \(\tau\) varies with energy. The fourfold degeneracy needs a conduction-band spin splitting well below \(\varepsilon_F\). For the power-law time, taken as a function of the kinetic energy in each subband, a splitting of 3 meV at fixed density changes \(\nu\) by less than 1%, and one of 15 meV lowers it by nearly 20%. For thermally screened impurities, 3 meV already changes \(\nu\) by about 4%. In some of these materials the splitting is tens of meV, and the upper subbands may be partly filled. If the splitting exceeds 47 meV, the Fermi energy for \(g=2\) at this density, by several \(k_BT\), the upper subbands are practically empty. Then \(g=2\), \(\varepsilon_F\) roughly doubles, and at the same mobility and \(r\) the formula gives about half the value.

## Table of computed values

```
band-edge mass: 0.50 electron masses
half gap: 0.80 eV; degeneracy: 4
density: 1.00e+13 cm^-2
mobility: 1000 cm^2/Vs
temperature: 20 K; field: 1.0 T
exponent r of tau: 0.5
Fermi wave number: 0.5605 nm^-1
Fermi energy: 23.591 meV
thermal energy kT: 1.723 meV
kT/Fermi energy: 0.0731
cyclotron mass: 0.5147 electron masses
relaxation time: 0.2927 ps
pi^2 kB^2 T/3e: 4.8860e-07 eV V/K per volt
scattering slope r/eF: 21.195 eV^-1
mass slope 1/(gap/2+eF): 1.214 eV^-1
Seebeck coefficient: -30.775 uV/K
part mobility*S: -3.0775 uV/(K T)
part alpha_xy/(sigma_xx B): 4.0537 uV/(K T)
NERNST, formula: 0.9762 uV/(K T)
NERNST, formula: 976.2 nV/(K T)
gradient: 0.10 K/um; width: 10 um
transverse voltage: 0.9762 uV
formula with r=0.0: -0.0593 uV/(K T)
formula with r=0.5: 0.9762 uV/(K T)
formula with r=1.0: 2.0118 uV/(K T)
--- tests ---
worst relative error at kT=0.01 eF: 6.24e-04
relative error at 20 T: 4.79e-04
error growth when T doubles: 3.994
parabolic, constant tau, |nu|/(kB mob/e): 9.7e-14
same ratio with r=0.5: 0.1188
massless, constant tau, solved/formula: 0.99993
nu negative carriers, 1 T: 0.9353 uV/(K T)
nu positive carriers, 1 T: 0.9353 uV/(K T)
--- neglected effects ---
full Boltzmann, 20 K: 0.9451 uV/(K T)
chemical potential, 300 K: 9.348 meV
full Boltzmann, 300 K: 4.9126 uV/(K T)
formula misused at 300 K: 14.6436 uV/(K T)
finite-field factor at 1 T: 0.9901
Landau spacing: 0.2249 meV
Landau oscillation factor: 1.4e-77
mean free path: 36.89 nm; kF*path: 20.68
with 3 meV splitting: 0.9686 uV/(K T)
drag part if S_drag=S: 0.0247 uV/(K T)
relative permittivity for screening: 5.0
screening wave number: 7.782 nm^-1
impurities, constant screening: 0.1041 uV/(K T)
impurities, thermal screening: -1.4696 uV/(K T)
```
